**Transmission-line model of a thin-film contact**

The program examines the contact resistance R_C W = R_s L_T coth(L/L_T), with transfer length L_T = √(ρ_c/R_s). Here R_s is the sheet resistance, ρ_c the contact resistivity, and L and W the contact length and width. It asserts that a resistor ladder solved from Kirchhoff's laws reproduces the voltage profile, the resistance at several lengths, the short-contact limit, the current fraction and the equal division of heat. Further assertions compare a two-dimensional mode-matching solution with the leading thickness correction, and test the depletion, tunnelling and thermionic formulas by quadrature, numerical differentiation or direct integration. For 10 kΩ per square and 10⁻⁴ Ω cm², the output gives L_T = 1 µm and a long-contact resistance of 10 kΩ µm. The finite film thickness adds 0.026%, while depletion under the metal adds about 6% for the assumed band bending. A purely thermionic extrapolation to 350 K at fixed sheet resistance lowers the result to 4.7 kΩ µm; this is an estimate for one mechanism, since tunnelling also matters at the example's carrier density.

## Program and output

```python
"""
Result under test: a film under a metal contact obeys V'' = V / L_T^2, with
L_T = sqrt(rho_c / R_s), and one contact of length L has the resistance
R_C W = R_s L_T coth(L / L_T), tending to sqrt(R_s rho_c) when L >> L_T.
V: film voltage relative to metal; R_s: sheet resistance; rho_c: contact
resistivity; W: contact width; L_T: transfer length.
Main units: micrometre, kiloohm, millivolt, microampere per micrometre.
The semiconductor estimates use SI units internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def ladder(sheet, rho, length, cells=2000):
    """Kirchhoff solution for unit current per width entering the front edge."""
    h = length / cells
    link = 1 / (sheet * h)
    leak = h / rho
    bands = np.zeros((3, cells))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    bands[1] = 2 * link + leak
    bands[1, 0] -= link
    bands[1, -1] -= link
    source = np.zeros(cells)
    source[0] = 1
    voltage = solve_banded((1, 1), bands, source)
    x = (np.arange(cells) + 0.5) * h
    resistance = voltage[0] + sheet * h / 2
    lateral = (voltage[:-1] - voltage[1:]) * link
    film_heat = sheet * h * (0.5 + np.sum(lateral**2))
    return x, voltage, resistance, leak * voltage, film_heat


def contact_formula(sheet, rho, length):
    transfer = np.sqrt(rho / sheet)
    return sheet * transfer / np.tanh(length / transfer)


def two_dimensional_resistance(sheet, rho, thickness, modes=30):
    """Long contact on a film of finite thickness, by matching Laplace modes."""
    s = sheet * thickness**2 / rho
    kappa = np.array([
        brentq(lambda k: k * np.sin(k) - s * np.cos(k),
               n * np.pi, (n + 0.5) * np.pi, xtol=1e-14)
        for n in range(modes)])
    m = np.arange(modes)[:, None]
    overlap = ((-1.0)**m * kappa * np.sin(kappa)
               / (kappa**2 - (m * np.pi)**2))
    matrix = overlap * (m * np.pi + kappa)
    source = np.zeros(modes)
    source[0] = 1
    amplitudes = np.linalg.solve(matrix, source)
    return sheet * thickness * (overlap[0] @ amplitudes)


# Main example and conversion from ohm cm^2 to kiloohm micrometre^2
sheet = 10.0
rho_cm = 1e-4
rho = rho_cm * 1e8 / 1e3
transfer = np.sqrt(rho / sheet)
long_resistance = np.sqrt(rho * sheet)
x, v, ladder_long, leaks, film_heat = ladder(sheet, rho, 10.0)
i1, i2 = np.searchsorted(x, [1.0, 3.0])
decay_length = (x[i2] - x[i1]) / np.log(v[i1] / v[i2])
fraction = np.sum(leaks[x < transfer])
heat_share = film_heat / ladder_long
assert abs(decay_length / transfer - 1) < 2e-5
assert abs(ladder_long / long_resistance - 1) < 2e-5
assert abs(fraction - (1 - np.exp(-1))) < 2e-5
assert abs(heat_share - 0.5) < 2e-5

# Unequal parameters expose wrong powers hidden by a unit transfer length
s2, r2, l2 = 3.0, 20.0, 4.0
x2, v2, resistance2, _, _ = ladder(s2, r2, l2)
t2 = np.sqrt(r2 / s2)
profile2 = s2 * t2 * np.cosh((l2 - x2) / t2) / np.sinh(l2 / t2)
assert np.max(np.abs(v2 / profile2 - 1)) < 2e-5
assert abs(resistance2 / contact_formula(s2, r2, l2) - 1) < 2e-5
short = 0.1 * t2
short_ladder = ladder(s2, r2, short, 500)[2]
assert abs(short_ladder / (r2 / short + s2 * short / 3) - 1) < 1e-5

lengths = [0.5, 1.0, 2.0, 3.0, 5.0]
table = []
for length in lengths:
    numeric = ladder(sheet, rho, length)[2]
    formula = contact_formula(sheet, rho, length)
    assert abs(numeric / formula - 1) < 2e-5
    table.append((length, formula, numeric))

# Finite film thickness
thickness_nm = 40.0
thickness = thickness_nm / 1000
resistance_2d = two_dimensional_resistance(sheet, rho, thickness)
excess_2d = resistance_2d / long_resistance - 1
estimate_2d = thickness**2 / (6 * transfer**2)
assert abs(excess_2d / estimate_2d - 1) < 0.05

# Rough material parameters and derived carrier density
q, kb, hbar = const.e, const.k, const.hbar
mobility_cm = 10.0
mass_ratio = 0.34
permittivity_ratio = 10.0
temperature = 300.0
hot_temperature = 350.0
bending_ev = 0.3
mass = mass_ratio * const.m_e
permittivity = permittivity_ratio * const.epsilon_0
density = 1 / (q * mobility_cm * 1e-4 * sheet * 1e3 * thickness_nm * 1e-9)
fermi_ev = hbar**2 * (3 * np.pi**2 * density)**(2 / 3) / (2 * mass * q)
thermal_ev = kb * temperature / q

# Depletion and tunnelling
width = np.sqrt(2 * permittivity * bending_ev / (q * density))
poisson_drop = quad(lambda y: q * density * (width - y) / permittivity,
                    0, width)[0]
assert abs(poisson_drop / bending_ev - 1) < 1e-10
junction_field = q * density * width / permittivity / 1e8
sheet_depleted = sheet / (1 - width * 1e9 / thickness_nm)
resistance_depleted = np.sqrt(sheet_depleted * rho)
assert abs(ladder(sheet_depleted, rho, 10.0)[2]
           / resistance_depleted - 1) < 2e-5
e00_ev = hbar / 2 * np.sqrt(density / (mass * permittivity))
# Scaled position keeps the quadrature well conditioned
wkb = width * quad(lambda u: 2 * np.sqrt(
    2 * mass * q * bending_ev * (1 - u)**2) / hbar, 0, 1)[0]
assert abs(wkb / (bending_ev / e00_ev) - 1) < 1e-8

# Purely thermionic estimate of temperature dependence
richardson = 4 * np.pi * q * mass * kb**2 / const.h**3
rho_si = rho_cm * 1e-4
barrier_ev = thermal_ev * np.log(
    rho_si * q * richardson * temperature / kb)


def thermionic_current(voltage, temp):
    return (richardson * temp**2 * np.exp(-q * barrier_ev / (kb * temp))
            * np.expm1(q * voltage / (kb * temp)))


def thermionic_resistivity(temp):
    return (kb / (q * richardson * temp)
            * np.exp(q * barrier_ev / (kb * temp)))


for temp in (temperature, hot_temperature):
    dv = 1e-4
    slope = (thermionic_current(dv, temp)
             - thermionic_current(-dv, temp)) / (2 * dv)
    assert abs(thermionic_resistivity(temp) * slope - 1) < 1e-5
rho_hot_cm = thermionic_resistivity(hot_temperature) * 1e4
resistance_hot = np.sqrt(sheet * rho_hot_cm * 1e5)

# Nonlinear thermionic interface, for both current directions
drive = 1.0
edge_mv = drive * long_resistance
thermal_mv = 1000 * thermal_ev
target = (edge_mv / thermal_mv)**2 / 2
nonlinear = []
for sign, bracket in ((1, (1e-8, 5.0)), (-1, (-5.0, -1e-8))):
    root = brentq(lambda u: np.expm1(u) - u - target, *bracket, xtol=1e-14)
    start = root * thermal_mv
    solution = solve_ivp(
        lambda z, y: [-sheet * y[1],
                      -thermal_mv / rho * np.expm1(y[0] / thermal_mv)],
        (0, 6 * transfer), [start, sign * drive],
        method="DOP853", rtol=1e-10, atol=1e-12)
    assert solution.success
    assert abs(solution.y[0, -1] / start) < 0.01
    nonlinear.append(abs(start) / drive)

# Order-of-magnitude estimates
edge_current_cm = edge_mv / rho * 100
lateral_field = sheet * drive / 1e5
metal_sheet_ohm = 1.0
pad_length = 10.0
metal_resistance = metal_sheet_ohm * pad_length / 1000
glass_conductivity = 1.0
line_power = drive**2 * long_resistance * 1e-3
heating = line_power / glass_conductivity

print(f"Sheet resistance: {sheet:.1f} kiloohm per square")
print(f"Contact resistivity: {rho_cm:.1e} ohm cm^2")
print(f"Contact resistivity, converted: {rho:.3f} kiloohm um^2")
print(f"Transfer length, formula: {transfer:.4f} um")
print(f"Decay length, ladder: {decay_length:.5f} um")
print(f"Long-contact R_C W, formula: {long_resistance:.4f} kiloohm um")
print(f"R_C W at L = 10 um, ladder: {ladder_long:.5f} kiloohm um")
print(f"Current collected within L_T: {100 * fraction:.2f} percent")
print(f"Heat dissipated in film: {100 * heat_share:.2f} percent")
for length, formula, numeric in table:
    print(f"L = {length:.1f} um: R_C W = {formula:.4f} (formula), "
          f"{numeric:.4f} (ladder) kiloohm um")
print(f"Film thickness: {thickness_nm:.1f} nm")
print(f"Mobility, rough: {mobility_cm:.1f} cm^2/Vs")
print(f"Effective mass, rough: {mass_ratio:.2f} electron masses")
print(f"Relative permittivity, rough: {permittivity_ratio:.1f} (no unit)")
print(f"Temperature: {temperature:.0f} K")
print(f"Carrier density: {density / 1e6:.3e} cm^-3")
print(f"Drive current: {drive:.2f} uA/um")
print(f"Edge voltage: {edge_mv:.3f} mV")
print(f"Edge interface current density: {edge_current_cm:.2f} A/cm^2")
print(f"Two-dimensional R_C W: {resistance_2d:.5f} kiloohm um")
print(f"Finite-thickness excess, computed: {100 * excess_2d:.4f} percent")
print(f"Finite-thickness excess, estimate: {100 * estimate_2d:.4f} percent")
print(f"Band bending, rough: {bending_ev:.2f} eV")
print(f"Depletion width: {width * 1e9:.3f} nm")
print(f"Junction field: {junction_field:.3f} MV/cm")
print(f"Depleted-film sheet resistance: {sheet_depleted:.3f} kiloohm/sq")
print(f"R_C W with depletion: {resistance_depleted:.3f} kiloohm um")
print(f"Free-electron Fermi energy: {fermi_ev:.4f} eV")
print(f"Thermal energy: {thermal_ev:.4f} eV")
print(f"Tunnelling energy E_00: {e00_ev:.4f} eV")
print(f"WKB exponent at band edge: {wkb:.3f} (no unit)")
print(f"Inferred thermionic barrier: {barrier_ev:.4f} eV")
print(f"Nonlinear R_C W, forward: {nonlinear[0]:.3f} kiloohm um")
print(f"Nonlinear R_C W, reverse: {nonlinear[1]:.3f} kiloohm um")
print(f"Hot-use temperature: {hot_temperature:.0f} K")
print(f"Thermionic rho_c when hot: {rho_hot_cm:.3e} ohm cm^2")
print(f"Thermionic R_C W when hot: {resistance_hot:.3f} kiloohm um")
print(f"Lateral film field: {lateral_field:.2e} MV/cm")
print(f"Metal sheet resistance, rough: {metal_sheet_ohm:.1f} ohm/sq")
print(f"Metal pad length: {pad_length:.1f} um")
print(f"Metal series resistance scale: {metal_resistance:.4f} kiloohm um")
print(f"Glass conductivity, rough: {glass_conductivity:.1f} W/(m K)")
print(f"Contact heating scale: {heating:.4f} K")
print("success")
```

Running it gives:

```
Sheet resistance: 10.0 kiloohm per square
Contact resistivity: 1.0e-04 ohm cm^2
Contact resistivity, converted: 10.000 kiloohm um^2
Transfer length, formula: 1.0000 um
Decay length, ladder: 1.00000 um
Long-contact R_C W, formula: 10.0000 kiloohm um
R_C W at L = 10 um, ladder: 10.00003 kiloohm um
Current collected within L_T: 63.21 percent
Heat dissipated in film: 50.00 percent
L = 0.5 um: R_C W = 21.6395 (formula), 21.6395 (ladder) kiloohm um
L = 1.0 um: R_C W = 13.1304 (formula), 13.1304 (ladder) kiloohm um
L = 2.0 um: R_C W = 10.3731 (formula), 10.3731 (ladder) kiloohm um
L = 3.0 um: R_C W = 10.0497 (formula), 10.0497 (ladder) kiloohm um
L = 5.0 um: R_C W = 10.0009 (formula), 10.0009 (ladder) kiloohm um
Film thickness: 40.0 nm
Mobility, rough: 10.0 cm^2/Vs
Effective mass, rough: 0.34 electron masses
Relative permittivity, rough: 10.0 (no unit)
Temperature: 300 K
Carrier density: 1.560e+19 cm^-3
Drive current: 1.00 uA/um
Edge voltage: 10.000 mV
Edge interface current density: 100.00 A/cm^2
Two-dimensional R_C W: 10.00264 kiloohm um
Finite-thickness excess, computed: 0.0264 percent
Finite-thickness excess, estimate: 0.0267 percent
Band bending, rough: 0.30 eV
Depletion width: 4.610 nm
Junction field: 1.302 MV/cm
Depleted-film sheet resistance: 11.303 kiloohm/sq
R_C W with depletion: 10.631 kiloohm um
Free-electron Fermi energy: 0.0670 eV
Thermal energy: 0.0259 eV
Tunnelling energy E_00: 0.0398 eV
WKB exponent at band edge: 7.543 (no unit)
Inferred thermionic barrier: 0.2472 eV
Nonlinear R_C W, forward: 9.395 kiloohm um
Nonlinear R_C W, reverse: 10.688 kiloohm um
Hot-use temperature: 350 K
Thermionic rho_c when hot: 2.187e-05 ohm cm^2
Thermionic R_C W when hot: 4.676 kiloohm um
Lateral film field: 1.00e-04 MV/cm
Metal sheet resistance, rough: 1.0 ohm/sq
Metal pad length: 10.0 um
Metal series resistance scale: 0.0100 kiloohm um
Glass conductivity, rough: 1.0 W/(m K)
Contact heating scale: 0.0100 K
success
```
